Uehling Potential of a Spherical Nuclear Charge, Finite at the Origin

**Q.** Near a point nucleus the Uehling potential is more singular than the Coulomb potential. You say that a nucleus of finite size cures this. Before I accept that, tell me what you assume.

**A.** I use units with ħ = c = 1; m is the electron mass and α the fine-structure constant. The nucleus is static, with charge number Z and a spherical density ρ(r) ≥ 0 normalized to ∫ρ d³r = 1. Its form factor is F(Q) = ∫d³r ρ(r) e^{−iQ·r}. The Coulomb energy of an electron is, in momentum space, −4πZα F(Q)/Q².

One electron loop in the exchanged photon line multiplies this by 1 + Π(Q²). I take the renormalized one-loop function as the starting point:

Π(Q²) = (2α/π) ∫₀¹ dx x(1−x) ln[1 + x(1−x)Q²/m²].

It vanishes at Q = 0, so Z and α are the charges measured at large distance. It is positive for Q > 0, so the attraction is stronger at short distance. The correction is

δV(Q) = −4πZα F(Q) Π(Q²)/Q².

This is of order α(Zα). Further loops and further exchanges with the nucleus are left out, and so are single loops of muons or hadrons, which are of the same order in α.

**Q.** A logarithm in momentum space is awkward to fold with a density. How do you get a kernel in ordinary space?

**A.** I turn the logarithm into a sum of simple denominators. Put x = (1+v)/2. Then dx = dv/2 and x(1−x) = (1−v²)/4. The integrand is even in v, so the range −1 to 1 is twice the range 0 to 1:

Π = (α/2π) ∫₀¹ dv (1−v²) L(v), L(v) = ln[1 + (1−v²)Q²/(4m²)].

Integrate by parts, using v − v³/3 as the antiderivative of 1−v². The boundary term vanishes at v = 0 because v − v³/3 does, and at v = 1 because L does. Since

L′(v) = −2vQ²/[4m² + (1−v²)Q²],

the two minus signs cancel and

Π = (α/π) Q² ∫₀¹ dv v²(1−v²/3)/[4m² + (1−v²)Q²].

Now set t = (1−v²)^{−1/2}, which runs from 1 to ∞. The pieces become

v² = 1 − 1/t², v dv = dt/t³, v² dv = √(1−1/t²) dt/t³,
1 − v²/3 = (2/3)[1 + 1/(2t²)],
4m² + (1−v²)Q² = (4m²t² + Q²)/t².

With the abbreviation w(t) = [1 + 1/(2t²)]√(1−1/t²), this gives

Π(Q²) = (2α/3π) Q² ∫₁^∞ dt (w(t)/t)/(Q² + 4m²t²).

**Q.** And the factor Q² cancels the photon's 1/Q²?

**A.** Yes, and what remains is a sum of Yukawa terms:

δV(Q) = −(8αZα/3) F(Q) ∫₁^∞ dt (w(t)/t)/(Q² + 4m²t²).

The Fourier transform of a Yukawa function follows from the angular integral:

∫d³s e^{−iQ·s} e^{−κs}/s = (4π/Q) ∫₀^∞ ds sin(Qs) e^{−κs} = 4π/(Q²+κ²).

So 1/(Q²+κ²) corresponds to e^{−κs}/(4πs). With κ = 2mt, a point nucleus gives

u(s) = −(2αZα/3π) K1(2ms)/s, K1(x) = ∫₁^∞ dt e^{−xt} w(t)/t.

The product with F(Q) becomes a folding in space:

V_U(r) = ∫d³r′ ρ(r′) u(|r − r′|), with vectors in the argument of u.

**Q.** That is still a three-dimensional integral with a singular kernel. Where does the one-dimensional form come from?

**A.** Fix r′ and let c be the cosine of the angle between the two vectors. The distance obeys s² = r² + r′² − 2rr′c, so dc = −s ds/(rr′). As c goes from −1 to 1, s goes from r+r′ down to |r−r′|. Reversing the limits absorbs the minus sign, and the s from dc cancels the 1/s of the kernel:

∫₋₁¹ dc K1(2ms)/s = (1/(rr′)) ∫_{|r−r′|}^{r+r′} ds K1(2ms).

Define one more function,

K0(x) = ∫₁^∞ dt e^{−xt} w(t)/t².

Differentiating under the integral gives K0′(x) = −K1(x) for x > 0, hence d/ds K0(2ms) = −2m K1(2ms). Therefore

∫_{|r−r′|}^{r+r′} ds K1(2ms) = [K0(2m|r−r′|) − K0(2m(r+r′))]/(2m).

The volume element supplies 2πr′² dr′. The constants combine as (2/3π)·2π/(2m) = 2/(3m), and one power of r′ cancels:

V_U(r) = −(2αZα/(3mr)) ∫₀^∞ dr′ r′ρ(r′) [K0(2m|r−r′|) − K0(2m(r+r′))].

K0 decreases and |r−r′| < r+r′, so the bracket is positive and V_U is negative: the electron is attracted more strongly.

**Q.** I know K0 as a modified Bessel function, and that one diverges logarithmically at zero. Then your integrand is singular at r′ = r.

**A.** The name is shared, but the function is different. With u = 1/t, so that dt/t² becomes du,

K0(0) = ∫₀¹ du (1 + u²/2)√(1−u²) = π/4 + (1/2)(π/16) = 9π/32 ≈ 0.8836.

The two integrals follow from u = sin φ. For comparison, at x = 0.03625 the function here is 0.752, while the modified Bessel function is 3.435. Inserting the latter would give a different potential.

**Q.** Then the singularity has moved into K1. How strong is it?

**A.** It is logarithmic. For large t, w(t) − 1 falls as t⁻⁴, because the t⁻² terms of the two factors of w cancel. Separating the 1 from w gives

K1(x) = ∫₁^∞ dt e^{−xt}/t + ∫₁^∞ dt e^{−xt}(w−1)/t.

The first term is the exponential integral, −ln x − γ plus terms vanishing at x = 0, where γ is Euler's constant. The second tends to

A = ∫₀¹ du [√(1−u²) − 1]/u + (1/2)∫₀¹ du u√(1−u²).

In the first part put y = √(1−u²), so du/u = −y dy/(1−y²). It becomes −∫₀¹ dy y/(1+y) = ln 2 − 1. The second part is 1/6. Thus A = ln 2 − 5/6.

For the next term, differentiate:

K1′(x) = −e^{−x}/x − ∫₁^∞ dt e^{−xt}(w−1) = −1/x + 1 − B + O(x),

B = ∫₀¹ du [√(1−u²) − 1]/u² + (1/2)∫₀¹ du √(1−u²).

Integration by parts gives 1 − π/2 for the first part, and the second is π/8, so B = 1 − 3π/8. Integrating K1′ and using A for the constant,

K1(x) = −ln(x/2) − γ − 5/6 + 3πx/8 + O(x²).

For a point nucleus and mr ≪ 1 this means

u(r) ≈ −(2αZα/(3πr)) [ln(1/(mr)) − γ − 5/6],

which is the singularity you began with. The logarithm itself is integrable. Since K1 = −K0′ and K0 vanishes at infinity,

∫₀^∞ dx K1(x) = K0(0) = 9π/32.

**Q.** Now the origin. Your radial formula has 1/r in front. The bracket vanishes at r = 0, so you will expand it to first order in r. But for r′ < r that expansion is wrong, and K1 is singular just there.

**A.** The objection is sound, so I avoid the expansion. Suppose that r′ρ(r′) is bounded. Extend it to negative arguments as an odd function, g(y) = yρ(|y|), and let k(z) = K0(2m|z|). In the second term of the bracket put y = −r′. Then r+r′ = |r−y|, and the minus sign in front is supplied by g(−r′) = −g(r′). The two terms join into one convolution:

N(r) = ∫_{−∞}^{∞} dy g(y) k(r−y), V_U(r) = −(2αZα/(3m)) N(r)/r.

Away from z = 0 the derivative of k is

k′(z) = −2m sgn(z) K1(2m|z|).

Its singularity is logarithmic, so it is integrable; k is continuous and equals the integral of k′. The total weight is

∫_{−∞}^{∞} dz |k′(z)| = 2 ∫₀^∞ dx K1(x) = 2K0(0).

Define M(r) = ∫dy g(y) k′(r−y). Because g is bounded and k′ integrable, the order of integration may be exchanged in ∫₀^r M, which gives N(r) − N(0). Also M is continuous, since

|M(r+h) − M(r)| ≤ sup|g| ∫dz |k′(z+h) − k′(z)|,

and the last integral tends to zero with h for any integrable function.

**Q.** You still need N(0) = 0.

**A.** At r = 0 the integrand is g(y)k(y), odd times even, so the integral vanishes. Hence N(r)/r is the average of M over the interval from 0 to r, and continuity makes it tend to M(0). With k′(−y) = 2m sgn(y) K1(2m|y|),

M(0) = 2m ∫_{−∞}^{∞} dy g(y) sgn(y) K1(2m|y|) = 4m ∫₀^∞ dr′ r′ρ(r′) K1(2mr′).

The mass cancels in the prefactor, and

V_U(0) = −(8αZα/3) ∫₀^∞ dr′ r′ρ(r′) K1(2mr′).

This is finite, and V_U is continuous there. The region r′ < r needed no separate treatment, because the integrable k′ covers it.

**Q.** Finite at the centre, perhaps. Could it be large somewhere else?

**A.** The same estimate limits it everywhere. We have |M| ≤ 2K0(0) sup|g| = (9π/16) sup(r′ρ), and N(r)/r is an average of M. Multiplying by 2αZα/(3m),

|V_U(r)| ≤ (3π/8)(αZα/m) sup(r′ρ) for all r.

The constant cannot be lowered. Take ρ = C/r′ out to a radius L and zero beyond. Then g(y) sgn(y) = C inside, and M(0) = 2C∫₀^{2mL}dx K1(x), which tends to 2CK0(0) as mL grows. For L = 20/m the part of the integral that is cut off is K0(40), which is below e^{−40}. The potential computed at r = 0.001 fm is 0.99996 of the bound. That small shortfall comes from r > 0 and not from L: integrating k′ over the two halves of this g gives M(r) = C[2k(r) − k(L−r) − k(L+r)] for r < L, and k(r) < k(0). For a compact nucleus the bound is far from the actual value, as the example below shows.

Boundedness of r′ρ is a sufficient condition; I do not claim that it is necessary. A point charge violates it.

**Q.** Give me a nucleus, then. If the point charge is the limit of a small one, I should see the divergence return.

**A.** Take a uniform sphere of radius R, with ρ = 3/(4πR³) inside, and mR ≪ 1. The small-argument form of K1 gives

∫₀^R dr′ r′[−ln(mr′) − γ − 5/6 + 3πmr′/4]
= (R²/2)[ln(1/(mR)) + 1/2 − γ − 5/6] + πmR³/4
= (R²/2)[ln(1/(mR)) − γ − 1/3 + πmR/2].

The constants outside are (8/3)·3/(4πR³)·R²/2 = 1/(πR), so

V_U(0) = −(αZα/(πR)) [ln(1/(mR)) − γ − 1/3 + πmR/2 + O((mR)²)].

As R → 0 this diverges as ln(1/(mR))/R. The cure depends on the size of the nucleus, as it should.

For numbers I choose a model nucleus with Z = 80 and R = 7 fm. The reduced Compton wavelength 1/m is 386.16 fm, so mR = 0.018127. In conventional units αZα acquires a factor ħc and equals 840.63 keV fm. Then

bracket = 4.0103 − 0.5772 − 0.3333 + 0.0285 = 3.128,
V_U(0) ≈ −840.63/(7π) × 3.128 keV = −119.6 keV.

The integral without the expansion is ∫r′ρK1 dr′ = 0.053340 fm⁻¹, and

V_U(0) = −(8/3) × 840.63 × 0.053340 keV = −119.6 keV,

or about −4.39 × 10³ hartree. The two values differ by less than 0.01 percent of V_U(0). The global bound for this sphere, where sup(r′ρ) = 3/(4πR²), is 1863 keV, about sixteen times the actual magnitude.

**Q.** A hundred keV is a large energy for an electron in an atom.

**A.** It is a potential energy at one point, not a level shift; to first order in V_U, the level shift is the average of V_U over the electron's density. The Coulomb energy at the same point is

−Zα ∫₀^R 4πr′ρ dr′ = −3Zα/(2R) = −24.7 MeV,

so the correction is 0.48 percent of it. There is also a limit on what the number means. Here Zα = 80/137.04 = 0.58, which is not small, and terms of higher order in Zα are absent. The value is the electron-loop part of the leading order, for this charge model. A muon loop has the same form with m replaced by the muon mass m_μ. Its range, 1/m_μ = 1.87 fm, is short compared with R, so Π ≈ αQ²/(15πm_μ²) suffices at the centre and gives −(4αZα/(15m_μ²))ρ(0) ≈ −0.54 keV, about 0.45 percent of V_U(0).

**Q.** Does the potential merely get weaker when the charge is spread out?

**A.** Near the centre it does, but outside the sphere it gets stronger. The computed values are:

r = 1 fm: sphere −118.6 keV, point −812.0 keV, ratio 0.146
r = 3.5 fm: sphere −108.0 keV, point −168.9 keV, ratio 0.639
r = 7 fm: sphere −70.9 keV, point −67.3 keV, ratio 1.053
r = 14 fm: sphere −25.69 keV, point −25.36 keV, ratio 1.013
r = 50 fm: sphere −3.273 keV, point −3.267 keV, ratio 1.002

**Q.** A Coulomb potential outside a sphere does not depend on the radius of the sphere. Why does this one?

**A.** Because it is built from Yukawa terms. Average one of them over a shell of radius r′ < r, with the same change of variable as before:

(1/2)∫₋₁¹ dc e^{−κs}/s = (1/(2rr′)) ∫_{r−r′}^{r+r′} ds e^{−κs} = (e^{−κr}/r) · sinh(κr′)/(κr′).

The last factor exceeds 1 for κr′ > 0 and tends to 1 as κ → 0, which is the Coulomb case. All terms enter with the same sign, so outside the sphere the folded potential is stronger than that of the point charge. When r′ > r the two radii exchange roles, and the average is (e^{−κr′}/r′) sinh(κr)/(κr). This stays finite as r → 0, while the point-charge term does not. That is why the ratio drops below 1 near the centre.

**Q.** Would it be enough to know the rms radius of the nucleus?

**A.** Not for the value at the centre. Since 4πr′²ρ dr′ is the charge in a shell, V_U(0) can be written as an average over the charge:

V_U(0) = −(2αZα/(3π)) ⟨K1(2mr′)/r′⟩.

The weight decreases with r′ and favours charge near the centre. A Gaussian density proportional to exp(−r²/b²) has the same rms radius, 5.42 fm, when b = 4.427 fm. It gives V_U(0) = −153.2 keV, which is 1.28 times the value for the sphere.

Part of this comes from the mean inverse radius. It is 2/(√π b) = 0.255 fm⁻¹ for the Gaussian and 3/(2R) = 0.214 fm⁻¹ for the sphere, a ratio of 1.19. The remaining factor, about 1.08, comes from K1, which is also larger at small r′. The Gaussian is much more peaked than the charge of a heavy nucleus, so it overstates the effect. A Fermi density proportional to 1/[1 + exp((r − r₀)/a)], with a = 0.523 fm and r₀ = 6.53 fm, has the same rms radius and gives −124.5 keV, only 1.04 times the value for the sphere.

**Q.** All these values rest on the same radial reduction. What if a factor was lost on the way?

**A.** The Gaussian allows a check that avoids K0, K1 and the angular integral. At r = 0 the inverse Fourier transform of δV(Q) is

V_U(0) = −4πZα ∫ 4πQ² dQ/(2π)³ · F(Q)Π(Q²)/Q² = −(2Zα/π) ∫₀^∞ dQ F(Q) Π(Q²),

with F(Q) = exp(−Q²b²/4) and Π taken from the original logarithmic formula. This also gives −153.2 keV. The numerical check repeats the comparison away from the origin, and tests the sphere separately by folding it in shells centred on the field point.

Calculated quantities

```
Z = 80, sphere radius R = 7.0 fm
1/alpha = 137.035999
hbar c = 197326.980 keV fm
reduced Compton wavelength 1/m = 386.1593 fm
alpha Z alpha hbar c = 840.6343 keV fm
m R = 0.018127, 2 m R = 0.036254
Uehling K0(0) = 0.88357293
integral of K1 from 0 to infinity = 0.88357293
Uehling K0(2mR) = 0.752296
Uehling K1(2mR) = 2.642015
modified Bessel K_0(2mR) = 3.434581
sphere: integral r' rho K1 dr' = 0.0533400 fm^-1
sphere: V_U(0) = -119.5718 keV
sphere: V_U(0) = -4394.18 hartree
sphere: small-radius bracket = 3.12826
sphere: small-radius estimate = -119.5812 keV
sphere: Coulomb energy at centre = -24685.1 keV
sphere: V_U(0)/Coulomb(0) = 0.004844
sphere: global bound on |V_U| = 1863.2 keV
wide 1/r density: |V_U|/bound = 0.99996
r (fm) | sphere V_U (keV) | point V_U (keV) | ratio
    0.01 | -119.572 | -163242 | 0.000732
    1.00 | -118.635 | -811.986 | 0.146105
    3.50 | -107.976 | -168.917 | 0.639225
    7.00 | -70.8993 | -67.3292 | 1.053024
   14.00 | -25.6947 | -25.3584 | 1.013260
   50.00 | -3.27345 | -3.2667 | 1.002065
  386.16 | -0.0166044 | -0.0165993 | 1.000308
rms radius of both densities = 5.4222 fm
Gaussian length b = 4.4272 fm
Gaussian: V_U(0), radial = -153.2357 keV
Gaussian: V_U(0), momentum = -153.2357 keV
Gaussian/sphere ratio at centre = 1.28154
```
